\section*{Why the conductivity of jellium requires the proper current response}

\section{The question}

Apply a longitudinal electric field, one that points along its own wave vector, to an electron gas on a uniform neutralizing background, and let its wavelength be very long. Without friction, a steady force should accelerate the electrons without limit, so the conductivity should have a pole at zero frequency. Yet if the calculated current is divided by the applied field, the quotient vanishes at zero frequency and has its pole at the plasma frequency. Both statements concern the same electrons and the same current. Which quotient is the conductivity, and what does the other one describe?

\section{Mechanism: the current creates a field}

I use Hartree atomic units in Gaussian form: the electron has charge $-1$ and mass 1, and $\hbar=1$. Fields vary as $e^{i(qx-\omega t)}$, and responses are retarded, so a real $\omega$ stands for $\omega+i0$. The mean electron density is $n$.

A longitudinal current piles up charge. Let $p$ be the polarization, defined by $\partial_t p=j$. The induced charge density is $\rho=-\partial_x p$, and Gauss's law $\partial_xE_{\rm ind}=4\pi\rho$ then gives
\begin{equation}
E_{\rm ind}=-4\pi p,\qquad E=E_{\rm ext}-4\pi p .
\end{equation}
Here $E_{\rm ext}$ is the applied field and $E$ is the total field that acts on the electrons.

At long wavelength the gas moves as a whole. An electron has acceleration $-E$ and the current is $j=-n\times$velocity, so
\begin{equation}
\partial_t j=nE=nE_{\rm ext}-4\pi n\,p .
\label{motion}
\end{equation}
The last term is a restoring force. It does not bind any electron to a place; it comes from the charge that the motion itself has displaced.

In the first form of (\ref{motion}), $-i\omega j=nE$, hence
\begin{equation}
\sigma\equiv\frac{j}{E}=\frac{in}{\omega}.
\label{clean}
\end{equation}
In the second form, $-i\omega p=j$ gives $p=ij/\omega$, so $-i\omega j=nE_{\rm ext}-4\pi i n j/\omega$. Multiplication by $i\omega$ yields $\omega^2j=in\omega E_{\rm ext}+4\pi n j$, and therefore
\begin{equation}
\sigma_{\rm ext}\equiv\frac{j}{E_{\rm ext}}
=\frac{in\omega}{\omega^2-\omega_p^2},\qquad \omega_p^2=4\pi n .
\label{cleanext}
\end{equation}
The pole at zero belongs to the response to the total field. The poles at $\pm\omega_p$ belong to the response to the applied field.

The conductivity is the first of the two, because of the use to which it is put. In Maxwell's equations, the constitutive law $j=\sigma E$ supplies the current in a given field, and the equations then supply the field of the resulting charge. If $\sigma_{\rm ext}$ were inserted there, the field of the induced charge would be counted twice: once inside the coefficient and once in $E$.

\section{Formula: which Coulomb line is removed}

The same distinction can be made for the quantum response at any $q$. Let $U_{\rm ext}$ be the applied potential energy of an electron and $\delta n$ the induced number density. The macroscopic potential energy of the induced charge is $v\,\delta n$, with $v=4\pi/q^2$. Define the full response $\chi$ and the proper response $P$ by
\begin{equation}
\delta n=\chi U_{\rm ext}=PU,\qquad U=U_{\rm ext}+v\,\delta n .
\end{equation}
Substituting $U$ gives $\delta n=PU_{\rm ext}+Pv\,\delta n$, so
\begin{equation}
\chi=\frac{P}{1-vP}=P+PvP+PvPvP+\cdots .
\label{dyson}
\end{equation}
The series shows what ``proper'' or ``Coulomb-irreducible'' means: $P$ collects the contributions that do not fall into two parts when a single line $v(q)$ is cut. Other effects of the interaction, such as exchange and correlation, remain in $P$. The proper response is therefore not the response of noninteracting electrons, except when that approximation is made for it.

To obtain the current, use charge conservation. The charge density is $-\delta n$, so $-i\omega(-\delta n)+iqj=0$, or $j=-\omega\,\delta n/q$. The potential energy is minus the electric potential, hence $E=iqU$. Combining these,
\begin{equation}
j=-\frac{\omega}{q}P\,\frac{E}{iq}=\frac{i\omega P}{q^2}E .
\end{equation}
The same steps with the applied field replace $P$ by $\chi$:
\begin{equation}
\sigma=\frac{i\omega}{q^2}P,\qquad
\sigma_{\rm ext}=\frac{i\omega}{q^2}\chi .
\label{two}
\end{equation}
The dielectric function is the ratio of applied to total field,
\begin{equation}
\varepsilon=\frac{U_{\rm ext}}{U}=1-vP=1+\frac{4\pi i\sigma}{\omega},
\qquad \sigma_{\rm ext}=\frac{\sigma}{\varepsilon}.
\label{eps}
\end{equation}
The second form of $\varepsilon$ follows from $4\pi i\sigma/\omega=4\pi i\,(iP/q^2)=-vP$.

\subsection*{Interactions at long wavelength}

Equation (\ref{clean}) was obtained from collective motion, but it survives interactions between the electrons. Drive the gas with a uniform vector potential $A(t)$, its factor $1/c$ absorbed, so that $E=-\partial_tA=i\omega A$. The kinetic energy is $\sum_i(\mathbf p_i+\mathbf A)^2/2$. For volume $V$ and total canonical momentum $P_{\rm tot}$ along the field, the current is
\begin{equation}
j=-\frac{P_{\rm tot}}{V}-nA .
\end{equation}
Pair forces depend on coordinate differences and cancel in the sum, and the uniform background exerts no force. Thus $P_{\rm tot}$ is conserved. If it is zero initially it stays zero, and $j=-nA=-nE/(i\omega)=inE/\omega$.

In a periodic cell a uniform current accumulates no charge. If no macroscopic reaction field is added by hand, the driving field is already the total field, and the calculation gives $\sigma$, not $\sigma_{\rm ext}$. I take the proper response at fixed $\omega\neq0$ to join this uniform response continuously as $q\to0$. Then (\ref{two}) requires $P\to nq^2/\omega^2$, and (\ref{eps}) gives $\varepsilon\to1-\omega_p^2/\omega^2$. Dividing $in/\omega$ by this $\varepsilon$ reproduces (\ref{cleanext}).

The argument can fail if something other than the electrons takes up momentum. Two interacting electrons on a ring of length 10 bohr, driven uniformly at 0.05 hartree, gave 1.000000 times the current response of two free electrons. The repulsion was $\exp[2\cos(2\pi(x_1-x_2)/10)-2]$ hartree. With the fixed potential $-0.5\cos(2\pi x/10)$ hartree added, the ratio fell to 0.228. This value belongs to these strengths: it is 0.974 for an amplitude of 0.1 hartree. On this ring the potential reduces the weight of the pole at zero frequency, to 0.242 of the free value, and does not remove it. The pair interaction drops out only while total momentum is conserved; with the potential present, switching the repulsion off changes 0.228 to 0.007.

\section{Finite wavelength and the order of limits}

For $q>0$ the phrase ``pole at zero'' needs a condition. In the random-phase approximation (RPA), $P$ is the response of free electrons. At zero temperature, an electron lifted from $\mathbf k$ to $\mathbf k+\mathbf q$ gains
\begin{equation}
\Delta=\mathbf k\cdot\mathbf q+\frac{q^2}{2},
\end{equation}
and first-order time-dependent perturbation theory, in which each such transition contributes $1/(\omega-\Delta)-1/(\omega+\Delta)=2\Delta/(\omega^2-\Delta^2)$, divided by the volume, to the density response, gives
\begin{equation}
P=n\left\langle\frac{2\Delta}{\omega^2-\Delta^2}\right\rangle ,
\label{free}
\end{equation}
where the average runs over the filled Fermi sphere of radius $k_F$. Transitions into filled states may be left in: the transition from $-\mathbf k-\mathbf q$ to $-\mathbf k$ has the opposite $\Delta$, and the two contributions cancel.

The largest $\Delta$ is $qk_F+q^2/2$. The proper response thus has a continuum of particle-hole energies, whose upper edge falls to zero with $q$. The Drude pole is what this continuum looks like from a frequency far above it. To see this, expand (\ref{free}) for $\omega\gg qk_F$ and $q\ll k_F$:
\begin{equation}
P=n\left[\frac{2\langle\Delta\rangle}{\omega^2}
+\frac{2\langle\Delta^3\rangle}{\omega^4}+\cdots\right].
\end{equation}
Odd powers of $\mathbf k$ average to zero, so $\langle\Delta\rangle=q^2/2$. Since $\langle k_x^2\rangle=k_F^2/5$, the leading part of the cubic average is $3(q^2k_F^2/5)(q^2/2)=3q^4k_F^2/10$. Hence
\begin{equation}
\frac{\sigma}{in/\omega}=\frac{\omega^2P}{nq^2}
\simeq1+\frac35\left(\frac{qk_F}{\omega}\right)^2 .
\label{high}
\end{equation}

In the opposite order, $\omega\to0$ at fixed small $q$, write $2\Delta/(\omega^2-\Delta^2)=1/(\omega-\Delta)-1/(\omega+\Delta)$. Relabelling $\mathbf k\to-\mathbf k-\mathbf q$ in the second term gives, with occupations $f$ and a factor 2 for spin,
\begin{equation}
P=\frac{2}{V}\sum_{\mathbf k}
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\omega-\Delta}.
\end{equation}
For small $q$ the numerator is $\mathbf k\cdot\mathbf q$ times a delta function at the Fermi energy, and at $\omega=0$ the denominator is $-\mathbf k\cdot\mathbf q$. What remains is minus the density of states, $P\to-k_F/\pi^2=-3n/k_F^2$, where $n=k_F^3/(3\pi^2)$ was used. Therefore
\begin{equation}
{\rm Re}\,\frac{\sigma}{in/\omega}\simeq
-3\left(\frac{\omega}{qk_F}\right)^2 ,\qquad \omega\ll qk_F .
\label{low}
\end{equation}
Now $\sigma$ itself vanishes with $\omega$: the electrons have time to rearrange within one wavelength until the shift of the local Fermi energy balances the potential of the total field. The free acceleration expressed by $in/\omega$ requires $q\to0$ before $\omega\to0$.

At small $q$ the full response has, besides the continuum and above it, a pole where $1-vP=0$. With (\ref{high}) this condition reads $\omega^2=\omega_p^2(1+3q^2k_F^2/5\omega^2)$, so to leading order
\begin{equation}
\omega^2\simeq\omega_p^2+\frac35q^2k_F^2 .
\end{equation}
This is the plasmon, and it goes to $\omega_p$ as $q\to0$.

\section{Friction: why the distinction matters at zero frequency}

Let collisions with something at rest remove current at the rate $1/\tau$. This is a model assumption, since pure jellium conserves momentum. At $q\to0$, $\partial_tj=nE-j/\tau$ gives
\begin{equation}
\sigma=\frac{n\tau}{1-i\omega\tau},\qquad
\sigma_{\rm ext}=\frac{in\omega}{\omega^2-\omega_p^2+i\omega/\tau}.
\label{drude}
\end{equation}
The second expression follows by repeating the steps to (\ref{cleanext}) with the additional term $-j/\tau$, which becomes $-i\omega j/\tau$ after multiplication by $i\omega$.

At zero frequency $\sigma=n\tau$, whereas $\sigma_{\rm ext}=0$ for every finite $\tau$. In a steady applied field, charge accumulates until $4\pi p=E_{\rm ext}$. The total field is then zero and the current stops, however good the conductor. The quotient $j/E_{\rm ext}$ has lost the information that a dc conductivity should carry. Two limits apply. First, the order of limits matters here as in the clean gas. At finite $q$ the displaced charge also diffuses, $j=n\tau E-D\,\partial_x\rho$ with $D=k_F^2\tau/3$, and $\rho=qj/\omega$ gives $\sigma\simeq n\tau/(1+iDq^2/\omega)$ for $\omega\tau\ll1$ and $qk_F\tau\ll1$. The value $n\tau$ requires $\omega\gg Dq^2$; at fixed $q$ the proper $\sigma$ also vanishes as $\omega\to0$, and the static total field is small but not zero. Second, the current stops because the displaced charge stays in the sample. In a wire whose contacts carry the charge away, the source maintains the total field and the current $\sigma E$ persists.

Its static value does not even separate a metal from an insulator. Bind the charge with a frequency $\omega_0$ by adding $-\omega_0^2p$ to the equation of motion. Without friction, the algebra that led to (\ref{cleanext}) now gives
\begin{equation}
\sigma=\frac{in\omega}{\omega^2-\omega_0^2},\qquad
\varepsilon(0)=1+\frac{\omega_p^2}{\omega_0^2}.
\end{equation}
This true conductivity of bound charge has the form of $\sigma_{\rm ext}$ for jellium, with $\omega_0$ in place of $\omega_p$. Read as a conductivity, $\sigma_{\rm ext}$ would declare the free electrons bound.

The general relation follows from (\ref{eps}). Since $\sigma=\omega(\varepsilon-1)/(4\pi i)$,
\begin{equation}
\sigma_{\rm ext}=-\frac{i\omega}{4\pi}\left(1-\frac1\varepsilon\right).
\label{general}
\end{equation}
It vanishes at $\omega=0$ whenever $1/\varepsilon$ stays finite. Putting it in the place of $\sigma$ in the formula for the dielectric function would give
\begin{equation}
1+\frac{4\pi i\sigma_{\rm ext}}{\omega}=2-\frac1\varepsilon .
\label{wrong}
\end{equation}
For a metal at $q\to0$, where $1/\varepsilon\to0$ in the static limit, the result would be a dielectric constant of 2.

\subsection*{What the external response measures}

The real part of (\ref{general}) is
\begin{equation}
{\rm Re}\,\sigma_{\rm ext}=-\frac{\omega}{4\pi}\,{\rm Im}\frac1\varepsilon .
\end{equation}
The mean power delivered per volume by the applied field is $\frac12{\rm Re}\,\sigma_{\rm ext}|E_{\rm ext}|^2$, so this is an energy-loss spectrum. The power calculated with the total field is the same, because the induced field does no net work over a cycle: ${\rm Re}(j^*E_{\rm ind})={\rm Re}(-4\pi i\omega|p|^2)=0$.

For the damped gas, (\ref{drude}) gives
\begin{equation}
{\rm Re}\,\sigma_{\rm ext}=\frac{n\tau}{1+\tau^2y^2},\qquad
y=\omega-\frac{\omega_p^2}{\omega}.
\end{equation}
This is the Drude curve ${\rm Re}\,\sigma$ with $\omega$ replaced by $y$. Its maximum lies at $y=0$, that is at $\omega=\omega_p$, and again has height $n\tau$. The area is also unchanged. As $\omega$ runs from 0 to $\infty$, $y$ runs from $-\infty$ to $\infty$, and $\omega=\frac12(y+\sqrt{y^2+4\omega_p^2})$ gives
\begin{equation}
d\omega=\frac12\left(1+\frac{y}{\sqrt{y^2+4\omega_p^2}}\right)dy .
\end{equation}
The odd second term drops out against the even curve, leaving
\begin{equation}
\int_0^\infty{\rm Re}\,\sigma_{\rm ext}\,d\omega
=\frac12\int_{-\infty}^{\infty}\frac{n\tau\,dy}{1+\tau^2y^2}
=\frac{\pi n}{2}=\int_0^\infty{\rm Re}\,\sigma\,d\omega .
\end{equation}
The Coulomb field moves the absorption from zero to $\omega_p$ without changing its total weight.

\section{Numbers for one density}

Take $r_s=4$ bohr, the radius of a sphere that holds one electron on average. Then $n=3/(4\pi r_s^3)=0.003730$ bohr$^{-3}$ and
\begin{equation}
\omega_p=\sqrt{4\pi n}=\sqrt{3/64}=0.2165\ \text{hartree}=5.89\ \text{eV}.
\end{equation}
The Fermi velocity, equal to $k_F$ in these units, is 0.4798.

Diagonalizing the RPA particle-hole problem gives the following energies in hartree. The last column is the plasmon's share of the total oscillator strength.
\begin{center}
\begin{tabular}{cccc}
$q$ (bohr$^{-1}$) & continuum edge & plasmon & share\\
0.20 & 0.1160 & 0.2302 & 0.9959\\
0.10 & 0.0530 & 0.2197 & 0.9998\\
0.05 & 0.0252 & 0.2173 & 0.99999
\end{tabular}
\end{center}
The proper excitations sink towards zero while the plasmon approaches 0.2165 and takes nearly all the strength. In a separate test, the plasmon energies agreed with the zeros of the Lindhard dielectric function. The RPA omits exchange and correlation in $P$, so the finite-$q$ values belong to this approximation.

The order of limits is visible at $q=0.01$ bohr$^{-1}$. For $\omega=0.1\,\omega_p$ one has $qk_F/\omega=0.2216$, and (\ref{high}) predicts $1+0.6\times0.0491=1.0295$. The full Lindhard function gives 1.03055; the difference of 0.0011 is of the size of the next order, $(0.2216)^4=0.0024$ times a number of order one. For $\omega=0.01\,qk_F$ the real part of the ratio is $-3.000\times10^{-4}$, as (\ref{low}) predicts.

Now let $q\to0$ and choose $\tau=100$ atomic units, or 2.42 fs. The dc conductivity is $n\tau=0.3730$ atomic units, or $1.716\times10^6$ S/m. At $\omega=0.1\,\omega_p$, $\omega\tau=2.165$ and
\begin{equation}
\sigma=\frac{0.3730}{1-2.165i}
=\frac{0.3730\,(1+2.165i)}{5.688}=0.0656+0.1420i .
\end{equation}
Integrating the equation of motion after a short applied pulse, and dividing the Fourier transform of the current by that of the total field, gave the same value. Division by the applied field gave $0.000008-0.001740i$. The magnitude is smaller by $|\varepsilon|\approx90$, and the imaginary part has changed sign: below $\omega_p$ the restoring field outweighs the inertia of the electrons.

The dielectric function from the total field is $-81.4+38.1i$, that of a metal which screens strongly. The mistaken use of $\sigma_{\rm ext}$ gives $2.010+0.005i$, close to the value 2 expected from (\ref{wrong}).

At $\omega=\omega_p$ the roles are reversed. The conductivity is small, $0.0008+0.0172i$, but $|\varepsilon|=1/\sqrt{1+\omega_p^2\tau^2}=0.046$ is far below 1, and $\sigma_{\rm ext}=\sigma/\varepsilon$ reaches 0.3730, the height of the displaced Drude peak. Both absorption curves have the area $\pi n/2=0.005859$ atomic units.

For comparison, bound charge of the same density with $\omega_0=0.20$ hartree has $\varepsilon(0)=1+0.046875/0.0400=2.172$. In a static applied field the total field inside it is $1/2.172=0.460$ of the applied one, whereas inside the metal it is zero. The quotient $j/E_{\rm ext}$ vanishes in both. The conductivity $\sigma=j/E$, built from the proper response, tells them apart: with $q\to0$ taken before $\omega\to0$, its static value is 0.3730 for the metal and zero for the insulator. The numerical output gives the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
r_s = 4.0 bohr
density n = 0.003730 bohr^-3
Fermi velocity = 0.47979 a.u.
plasma frequency = 0.21651 hartree = 5.891 eV
RPA: q (1/bohr), continuum edge, plasmon (hartree), f-sum share
  0.20  0.11596  0.23019  0.995910
  0.10  0.05298  0.21975  0.999814
  0.05  0.02524  0.21731  0.999989
q = 0.010 1/bohr, w = 0.1 wp: q vF/w = 0.2216, sigma/(i n/w) = 1.03055
q = 0.005 1/bohr, w = 0.1 wp: q vF/w = 0.1108, sigma/(i n/w) = 1.00743
q = 0.010 1/bohr, w = 0.01 q vF: Re[sigma/(i n/w)] = -3.000e-04
ring of 10 bohr, w = 0.05 hartree, response / free response:
  interacting electrons: 1.000000
  with a fixed potential added: 0.228435
tau = 100 a.u. = 2.419 fs, wp tau = 21.651
Drude dc value n tau = 0.37302 a.u. = 1.7158e+06 S/m
pulse simulation: w/wp, j/E_total, j/E_ext (a.u.)
  0.1  0.065586+0.141997i  0.000008-0.001740i
  eps from j/E_total: -81.418+38.067i
  eps wrongly from j/E_ext: 2.01008+0.00471i
  0.5  0.003156+0.034167i  0.000353-0.011475i
  1.0  0.000794+0.017192i  0.373019+0.000000i
insulator: w0 = 0.20 hartree, static eps = 2.1719
static j/E_ext: metal 0.000000, insulator 0.000000 a.u.
static E_total/E_ext: metal 0.00000, insulator 0.46043
area of Re sigma = 0.0058594 a.u.
area of Re sigma_ext = 0.0058594 a.u.
pi n/2 = 0.0058594 a.u.
peak of Re sigma_ext: w = 0.21651 hartree, height = 0.37302 a.u.
\end{verbatim}
